Why maximum likelihood overestimates the Weibull slope in small breakdown samples

**Question.** Ten nominally identical high-k capacitors are stressed at the same constant voltage and temperature until every one has broken down. A Weibull law is fitted to the ten times by maximum likelihood. Why is the fitted slope too high on average, even when the lifetimes truly follow a Weibull law, and is the excess near 16 percent?

**Answer.** The slope is an inverse measure of how widely the logarithms of the lifetimes are spread. Two main effects push it upward. First, the scale is fitted to the same points as the slope, so it adapts to them and they look more tightly grouped than they are. Second, the slope is the reciprocal of a fluctuating spread: a spread that is too small by some amount raises the slope more than an equal excess lowers it. Neither effect means that every sample gives too high a slope.

**The equation for the fitted slope**

Let the lifetimes be independent, with

F(t) = 1 − exp[−(t/η)^β],

where the slope β and scale η are both unknown. For trial values b and h, the log-likelihood of n uncensored times is

L = n ln b − nb ln h + (b−1)Σ ln tᵢ − Σ(tᵢ/h)^b.

Setting ∂L/∂h = 0 gives Σ(tᵢ/h)^b = n, hence h^b = (1/n)Σtᵢ^b. With this h inserted, the last sum in L is the constant n, and nb ln h becomes n ln[(1/n)Σtᵢ^b]. Differentiating with respect to b and dividing by n gives

1/b = Σtᵢ^b ln tᵢ / Σtᵢ^b − (1/n)Σ ln tᵢ.

Now write tᵢ = η exp(yᵢ/β). Then eᵢ = exp(yᵢ) = (tᵢ/η)^β is an exponential variable of unit mean. With r = b/β, the terms in ln η cancel, and multiplication by β leaves

1/r = D(r),
D(r) = Σexp(ryᵢ)yᵢ / Σexp(ryᵢ) − (1/n)Σyᵢ.

Neither β nor η remains, so the distribution of the relative error depends on n alone. The derivative of D is the weighted variance of y, which is positive unless all times coincide. Since D rises from zero while 1/r falls from infinity to zero, there is one root.

**How fitting the scale shifts the equation**

At the true slope, r = 1, the mismatch of the equation is u = 1 − D(1), the profile score. Its mean can be found exactly.

Let S = Σeᵢ and pᵢ = eᵢ/S. The joint density of the eᵢ is exp(−S), which is constant at fixed S, so the shares pᵢ are independent of S. Therefore E[eᵢ^q] = E[pᵢ^q]E[S^q]. Since S has a gamma distribution of order n,

E[pᵢ^q] = Γ(1+q)Γ(n)/Γ(n+q).

Differentiating at q = 1, where E[pᵢ] = 1/n, and summing over i gives

E[Σpᵢ ln pᵢ] = ψ(2) − ψ(n+1),

where ψ is the derivative of ln Γ. Because yᵢ = ln pᵢ + ln S, E[ln S] = ψ(n) and E[yᵢ] = ψ(1),

E[D(1)] = ψ(2) − ψ(n+1) + ψ(n) − ψ(1) = 1 − 1/n.

The last step uses ψ(x+1) = ψ(x) + 1/x. Hence E[u] = +1/n, not zero. A positive score asks for a larger slope. The loss of 1/n resembles the loss in a sample variance measured about the sample's own mean.

**From the score to the mean bias**

Set r = 1 + δ and expand 1/r − D(r) about r = 1:

0 = u + u′δ + ½u″δ² + … .

For large n, averages weighted by eᵢ become averages over a gamma distribution of order 2. The cumulants of the logarithm of a gamma variable of order k are ψ(k), ψ′(k), ψ″(k), because E[exp(qy)] = Γ(k+q)/Γ(k). Define

J = π²/6, μ = ψ(2), v = ψ′(2) = J − 1, κ = ψ″(2) = 2 − 2ζ(3).

Then u′ → −1 − v = −J and u″ → 2 − κ = 2ζ(3). Writing u′ = −J + w and inserting δ ≈ u/J into the small terms gives

δ ≈ u/J + wu/J² + ζ(3)u²/J³.

Two averages are still needed. Put z = y − μ, so that y − ψ(1) = z + 1. Linearizing the weighted mean and weighted variance shows that u and w are, to leading order, sample means of

A = z + 1 − ez,
B = −e(z² − v).

Under the order-2 weighting, E[ez] = 0, E[ez²] = v and E[ez³] = κ. A factor e² gives twice an average over order 3, where z has mean ½, variance v − ¼ and third cumulant κ + ¼. There the mean of z² is v, and the mean of z³ is

κ + ¼ + (3/2)(v − ¼) + 1/8 = κ + 3v/2.

Therefore

E[A²] = J − 2v + 2v = J,
E[AB] = −κ + 2(κ + 3v/2 − v/2) = κ + 2v = 2J − 2ζ(3).

Thus E[u²] ≈ J/n and E[wu] ≈ [2J − 2ζ(3)]/n. Collecting the three terms of δ,

E[b]/β = 1 + a/n + O(1/n²),
a = 1/J + [2J − 2ζ(3)]/J² + ζ(3)/J²
  = 3/J − ζ(3)/J² = 1.3795.

**What the terms mean**

Let s = 1/r be the fitted spread of log-lifetime relative to its true value. Since 1/(1+δ) ≈ 1 − δ + δ², and E[δ²] ≈ 1/(nJ),

E[s] = 1 − (a − 1/J)/n = 1 − 0.7716/n

to this order. The spread is underestimated. Of the coefficient 0.7716, the part 1/J = 0.6079 comes from the nonzero mean score, and 0.1637 from the other second-order terms. Inverting the fluctuating spread adds another 1/J:

a = 0.6079 + 0.6079 + 0.1637 = 1.3795, within rounding.

The inversion effect does not rest on the expansion. For any positive s that fluctuates and has a finite mean reciprocal, E[1/s] > 1/E[s].

The extreme case is n = 2. If the two y values differ by d, then D(r) = (d/2)tanh(rd/2), and the fit gives rd = 2.3994. The density of d does not vanish at d = 0, so the mean of 1/d, and with it the mean slope, diverges. For n points, the density of a small total range d falls as d^(n−2), while the slope grows as 1/d; the mean is finite from n = 3 onward. Accidentally close lifetimes thus create the long upper tail of the slope.

**The number for ten capacitors**

The leading term gives 1.3795/10 = 13.8 percent. Ten is too few for that term to suffice. A simulation of 200,000 samples, each fitted with the full equation, gives

E[b]/β − 1 = 16.9 percent,

with a standard error of 0.08 percentage points. The bias is therefore closer to 17 than to 16 percent. For n = 5, 20 and 40 the biases are 44.2, 7.6 and 3.6 percent (the listed runs of 100,000 samples give 44.33, 7.60 and 3.66, which differ from these by sampling noise), against leading terms of 27.6, 6.9 and 3.4 percent: the formula improves as the sample grows.

At n = 10 the mean relative spread is 0.923. Its reciprocal, 1.083 to 1.084 within sampling error, accounts for 8.3 to 8.4 percentage points of the bias; inversion of the fluctuations adds 8.6.

Two altered fits test the causes. Removing the mean of the score, by solving (1 − 1/n)/r = D(r), lowers the bias to 9.4 percent. Supplying the true scale instead lowers it to 9.2 percent. Fitting the scale is thus a real cause, but not the sole one. With the scale known, the spread is still slightly underestimated (mean 0.976 at n = 10) and the leading coefficient is 0.870 instead of 1.3795. Fitting the scale therefore costs 0.51 in a; the mean-score term 0.6079 is close to this but is not the same quantity.

The distribution is skewed. The median of b/β is 1.104, and 64.7 percent of samples overestimate the slope. The 5th and 95th percentiles are 0.738 and 1.817, so the scatter of one result exceeds the bias.

**A high-k example**

Take β = 1.2 and η = 1000 s, illustrative values for a thin HfO₂/SiO₂ stack under accelerated stress. The average fitted slope is 1.2 × 1.169 = 1.403. One random sample gave, in seconds,

293.5, 374.3, 449.7, 457.2, 613.6, 637.9, 1315.3, 1447.1, 1482.1, 1839.0.

Its fit is b = 1.766 with a scale of 1008 s. The mean-bias correction multiplies the slope by 1/1.169 = 0.855 and gives 1.51, still well above 1.2. The correction repairs the average over many samples, not the accident of one.

Suppose the test area is 100 µm², the product gate area is 10⁵ µm², and 0.01 percent of products may fail. If breakdown sites are independent and uniformly distributed, the cumulative hazard allowed for one test capacitor is

H = −ln(1 − 10⁻⁴) × 100/10⁵ = 1.00 × 10⁻⁷.

The true life at the stress condition is t = ηH^(1/β) = 1.47 ms. Replacing β by the mean fitted slope, with η held at its true value, gives 10.2 ms, too long by a factor of 7.0. With both parameters fitted, the median overestimate is a factor of 3.5.

After the slope correction, with the scale kept from the original fit, the median extrapolated life is 0.45 times the true one; refitting the scale at the corrected slope lowers this by about a further 5 percent. The corrected slope has a median of 1.104 × 0.855 = 0.944 times β, and the extrapolation magnifies this deficit. An unbiased mean slope does not give an unbiased lifetime. A known acceleration factor common to all the lifetimes would leave these ratios unchanged.

**Where real stacks depart from the model**

Real capacitors need not share one η. If thickness varies by 1 percent (standard deviation) and lifetime falls as the 40th power of field at fixed voltage, an assumed dependence used only for illustration, the simulated mean fitted slope drops by about 10 percent. If progressive breakdown delays detection by an exponentially distributed time of mean 100 s, it rises by 15.0 percent. Reading only every 10 s raises it by 1.2 percent if each failure is assigned to the reading that detects it; assigning it to the middle of its interval removes almost all of this change. These changes are relative to the mean fit without the disturbance; they can offset part of the small-sample bias or add to it.

A two-layer stack may also bend the Weibull plot. As an illustration, divide the area into many small cells and let failure require both layers to break in the same cell. If the layers break independently, which ignores the extra field that a broken layer throws onto the intact one, the cumulative hazard is

H(t) = (t/η)^β {1 − exp[−(t/10 s)^0.5]}.

The bracket is the probability that the high-k layer of one given cell has broken; its 10 s and 0.5 are assumed values. At 147 s, where the single-Weibull hazard is 1/10, the local slope is 1.24, hardly different from 1.2. Yet the product life becomes 19.9 ms, 13.6 times the single-Weibull value. For these parameters, the unseen bend matters more than the mean slope bias, and a straight extrapolation with slope 1.2 errs on the short side. Ten breakdown times therefore leave both a statistical and a physical uncertainty, and correcting the mean slope addresses just part of the first. The numerical output below lists the values used.

Computed values

```
true slope 1.20; true scale 1000 s; capacitors 10
one sample, times (s): 293.5 374.3 449.7 457.2 613.6 637.9 1315.3 1447.1 1482.1 1839.0
one sample, fitted slope: 1.766; fitted scale: 1007.9 s
J = pi^2/6: 1.6449; zeta(3): 1.2021
score-derivative covariance C: 0.8858
leading slope-bias coefficient a: 1.3795
part from score mean, 1/J: 0.6079
part from inverting the spread, 1/J: 0.6079
remaining part: 0.1637
spread-deficit coefficient: 0.7716
simulated limit of n*(E[r]-1): 1.385
simulated limit of n*(E[s]-1): -0.773
samples simulated at n=10: 200000
mean score at n=10: 0.0995 (exact 0.1000)
leading-order bias at n=10: 13.80 %
simulated slope bias at n=5: 44.33 %
simulated slope bias at n=10: 16.91 %
simulated slope bias at n=20: 7.60 %
simulated slope bias at n=40: 3.66 %
standard error of bias at n=10: 0.08 %
mean fitted slope at n=10: 1.403
mean relative spread E[s] at n=10: 0.9230
1/E[s] at n=10: 1.0834
added by inversion, E[r]-1/E[s]: 0.0857
median r at n=10: 1.1040
samples with slope too high: 64.7 %
standard deviation of r: 0.350
5th and 95th percentiles of r: 0.738 1.817
bias with centred score: 9.37 %
bias with true scale supplied: 9.22 %
slope correction factor 1/E[r]: 0.8554
n=2 constant, r*|y1-y2|: 2.3994
test area 100 um2; product area 100000 um2
product failure fraction: 0.01 %
equivalent test-capacitor hazard: 1.000e-07
true product life at stress: 1.468 ms
life using mean fitted slope: 10.243 ms
life ratio using mean fitted slope: 6.98
median life ratio, raw fits: 3.51
median life ratio, corrected slopes: 0.45
thickness spread 1.0 %; field power 40
slope change from thickness spread: -9.94 %
mean detection delay: 100 s
slope change from detection delay: 15.03 %
readout interval: 10 s
slope change from readout interval: 1.21 %
two-layer law: high-k time 10 s, slope 0.5
time where test hazard is 1/n: 146.8 s
two-layer local slope at that time: 1.242
two-layer product life at stress: 19.944 ms
two-layer life / single-Weibull life: 13.59
```
